\section*{Optimal layer fraction of a weakly coupled magnetoelectric laminate, part 1}

(Sections cited here and not found follow in the second part.)

\section{The flat laminate}

\subsection{The question and the model}

A magnetic field can be read as a voltage by bonding a magnetostrictive layer to a piezoelectric one. The field lengthens the magnetostrictive layer, the bond passes part of this strain on, and the strained piezoelectric develops a voltage across its thickness. If the total thickness is given, the designer must decide how to divide it. A thin piezoelectric is strained strongly but offers a short path over which voltage can build up. A thick one offers a long path, but the little magnetostrictive material that remains can hardly stretch it. Some intermediate division is best, and the question is which.

Consider a long narrow bar of total thickness $t$ with three layers: piezoelectric, magnetostrictive core, piezoelectric. The piezoelectric layers have thickness $ft/2$ each and the core has thickness $(1-f)t$, with $0<f<1$. Axis 1 runs along the bar and axis 3 through its thickness. The magnetic field $H$ is applied along axis 1. Both piezoelectric layers are poled along $+3$. The core is metallic, the outer faces carry thin electrodes, and the two piezoelectric layers are therefore in series.

All fields, stresses and strains below are small changes about a fixed magnetic bias and a fixed poled state. $H$ is the field inside the core, and it is held the same when different fractions $f$ are compared. The response is linear and slow enough to be quasi-static. The bond is perfect, and the only stress is the axial one. The bar is symmetric about its middle plane, so the layers exert no net bending moment and it stays flat. End effects and fringing fields are neglected. Several of these assumptions are relaxed in the second half.

Let $S$ be the common axial strain, $T_p$ and $T_m$ the axial stresses in the piezoelectric and in the core (tension positive), and $E$ and $D$ the electric field and displacement along axis 3 in the piezoelectric. The constitutive laws are
\begin{align}
S&=s_pT_p+dE, \label{cp}\\
D&=\varepsilon E+dT_p, \label{cd}\\
S&=s_mT_m+qH. \label{cm}
\end{align}
Here $s_p$ is the compliance of the piezoelectric at constant $E$, $s_m$ that of the core at constant $H$, $d=d_{31}$ the piezoelectric coefficient, $\varepsilon$ the permittivity at constant stress, and $q$ the strain per unit field of the stress-free core at the chosen bias. The same $d$ appears in (\ref{cp}) and (\ref{cd}) because both laws derive from one energy function. The coupling factor is defined by
\begin{equation}
k^2=\frac{d^2}{s_p\varepsilon}. \label{k}
\end{equation}
Stability requires the quadratic form $\tfrac12 s_pT_p^2+dT_pE+\tfrac12\varepsilon E^2$ to be positive for all nonzero $(T_p,E)$, which gives $d^2<s_p\varepsilon$, or $k^2<1$. Weak coupling means $k^2\ll1$. It is a statement about the piezoelectric material; it does not mean a weak bond.

The quantity to be maximized is the open-circuit voltage per total thickness and per unit field. The field is the same in both piezoelectric layers, whose joint thickness is $ft$. With the voltage $V$ counted as the potential of the bottom electrode minus that of the top one, $V=Eft$, so that
\begin{equation}
\alpha=\frac{V}{tH}=\frac{fE}{H}. \label{adef}
\end{equation}

\subsection{Stress and field in the piezoelectric}

\paragraph{Lemma 1 (stress sharing).} In the flat laminate
\begin{equation}
T_p=\frac{(1-f)(qH-dE)}{(1-f)s_p+fs_m}. \label{Tp}
\end{equation}

\textit{Proof.} No external force acts on the ends, so the axial force through any cross-section vanishes:
\begin{equation}
fT_p+(1-f)T_m=0,\qquad T_m=-\frac{f}{1-f}\,T_p. \label{force}
\end{equation}
Perfect bonding and flatness make the strains in (\ref{cp}) and (\ref{cm}) equal:
\begin{equation}
s_pT_p+dE=-\frac{f s_m}{1-f}\,T_p+qH .
\end{equation}
Collecting the terms in $T_p$ gives
\begin{equation}
T_p\,\frac{(1-f)s_p+fs_m}{1-f}=qH-dE,
\end{equation}
which is (\ref{Tp}). $\square$

For equal compliances $s_p=s_m=s$ the denominator is $s$, and if $dE$ is small the stress is $(1-f)qH/s$. The core takes part in the common strain in proportion to its share of the thickness.

\paragraph{Lemma 2 (open-circuit response).} Let $s_D=s_p(1-k^2)$. With open electrodes
\begin{equation}
\alpha(f)=-\frac{dq}{\varepsilon}\,\frac{1}{\dfrac{s_D}{f}+\dfrac{s_m}{1-f}} . \label{agen}
\end{equation}

\textit{Proof.} The isolated outer electrodes carry no free charge, and there is none inside the piezoelectric, so $D=0$. Equation (\ref{cd}) then gives $T_p=-\varepsilon E/d$. Write $\Lambda=(1-f)s_p+fs_m$, insert this stress in (\ref{Tp}), and multiply by $d\Lambda$:
\begin{equation}
-\varepsilon\Lambda E=(1-f)dqH-(1-f)d^2E .
\end{equation}
Moving the last term to the left and solving for $E$,
\begin{equation}
E=-\frac{(1-f)\,dqH}{\varepsilon\Lambda-(1-f)d^2}. \label{E1}
\end{equation}
By (\ref{k}), $d^2=\varepsilon s_pk^2$, so the denominator is
\begin{equation}
\varepsilon\left[(1-f)s_p(1-k^2)+fs_m\right]=\varepsilon\left[(1-f)s_D+fs_m\right].
\end{equation}
Multiplication of $E/H$ by $f$, as (\ref{adef}) requires, gives
\begin{equation}
\alpha=-\frac{dq}{\varepsilon}\,\frac{f(1-f)}{(1-f)s_D+fs_m},
\end{equation}
and division of numerator and denominator by $f(1-f)$ gives (\ref{agen}). $\square$

The constant $s_D$ is the compliance of the piezoelectric with open electrodes: inserting $E=-dT_p/\varepsilon$ in (\ref{cp}) gives $S=(s_p-d^2/\varepsilon)T_p=s_DT_p$. The field produced by the stress opposes the strain, so the open-circuit material is stiffer.

The sign of $\alpha$ is that of $-dq$. For $d<0$ and $q>0$ it is positive.

\subsection{The optimum at weak coupling}

\paragraph{Theorem 1.} Let $s_p=s_m=s$ and define
\begin{equation}
A=-\frac{dq}{s\varepsilon}. \label{A}
\end{equation}
Then
\begin{equation}
\alpha(f)=\frac{A f(1-f)}{1-k^2(1-f)}. \label{aeq}
\end{equation}
To leading order in $k^2$ this is $\alpha=Af(1-f)$. Its magnitude is largest at $f=\tfrac12$, where $\alpha=A/4$.

\textit{Proof.} For equal compliances
\begin{equation}
(1-f)s_D+fs_m=s\left[(1-f)(1-k^2)+f\right]=s\left[1-k^2(1-f)\right],
\end{equation}
which gives (\ref{aeq}). The relative error made by dropping $k^2$ from the denominator is controlled by
\begin{equation}
0<\frac{\alpha(f)}{Af(1-f)}-1=\frac{k^2(1-f)}{1-k^2(1-f)}<\frac{k^2}{1-k^2},
\end{equation}
and it vanishes with $k^2$ for every $f$. Completing the square,
\begin{equation}
f(1-f)=\frac14-\left(f-\frac12\right)^2, \label{sq}
\end{equation}
which is largest at $f=\tfrac12$ and nowhere else. $\square$

The factor $1-f$ comes from the stress and the factor $f$ from the length of the voltage path. The electric field by itself has no interior maximum: at weak coupling it is proportional to $1-f$ and is largest in the limit of a vanishingly thin piezoelectric, where the voltage goes to zero.

\paragraph{Remark (what is held fixed).} The result concerns voltage divided by total thickness. Suppose instead that the core thickness $t_m=(1-f)t$ is given and piezoelectric material is added. At weak coupling
\begin{equation}
\frac{V}{H}=\alpha t=Af(1-f)\,\frac{t_m}{1-f}=Aft_m,
\end{equation}
whose magnitude keeps rising with $f$ as long as the electrodes are open. A measuring circuit that draws charge ends this rise, because the capacitance of the piezoelectric falls as it is made thicker. The optimum at equal fractions belongs to a limited total thickness.

\subsection{Finite coupling and unequal compliances}

\paragraph{Lemma 3.} For $a,b>0$ the function $g(f)=a/f+b/(1-f)$ on $0<f<1$ has its minimum $(\sqrt a+\sqrt b)^2$ at
\begin{equation}
\frac{f^*}{1-f^*}=\sqrt{\frac ab}. \label{fstar}
\end{equation}
A response proportional to $1/g$ therefore keeps, at $f=\tfrac12$, the share
\begin{equation}
\rho=\frac{(\sqrt a+\sqrt b)^2}{2(a+b)} \label{share}
\end{equation}
of its maximum.

\textit{Proof.} Since $a/f=a+a(1-f)/f$ and $b/(1-f)=b+bf/(1-f)$,
\begin{align}
g-(\sqrt a+\sqrt b)^2
&=\frac{a(1-f)}{f}+\frac{bf}{1-f}-2\sqrt{ab}\notag\\
&=\frac{\left[(1-f)\sqrt a-f\sqrt b\right]^2}{f(1-f)}\ge0 .
\end{align}
Equality holds when the bracket vanishes, which is (\ref{fstar}). The share follows from $g(\tfrac12)=2(a+b)$. $\square$

\paragraph{Theorem 2.} For any coupling $k^2<1$ and any compliances, $|\alpha|$ is largest at
\begin{equation}
\frac{f^*}{1-f^*}=\sqrt{\frac{s_D}{s_m}},\qquad
\alpha(f^*)=-\frac{dq}{\varepsilon}\,\frac{1}{(\sqrt{s_D}+\sqrt{s_m})^2}. \label{th2}
\end{equation}
The optimum is at $f=\tfrac12$ if and only if $s_m=s_D$.

\textit{Proof.} Apply Lemma 3 to the denominator of (\ref{agen}), with $a=s_D$ and $b=s_m$. $\square$

Within this model the condition for equal fractions is thus equality of the core compliance with the open-circuit compliance of the piezoelectric. The distinction between $s_D$ and $s_p$ disappears at weak coupling. The softer material should have the larger share of the thickness, provided that the softness of the piezoelectric is judged with open electrodes.

For $s_p=s_m=s$, put $r=\sqrt{1-k^2}$. Then (\ref{th2}) gives $f^*=r/(1+r)$. To see the shift, subtract $\tfrac12$ and use $1-r=k^2/(1+r)$, which follows from $1-r^2=k^2$:
\begin{equation}
f^*-\frac12=-\frac{1-r}{2(1+r)}=-\frac{k^2}{2(1+r)^2}\approx-\frac{k^2}{8}. \label{shift}
\end{equation}
The share kept at $f=\tfrac12$ is, from (\ref{share}) with $a=r^2$ and $b=1$,
\begin{equation}
\rho=\frac{(1+r)^2}{2(1+r^2)}=1-\frac{(1-r)^2}{2(1+r^2)}\approx1-\frac{k^4}{16}. \label{loss}
\end{equation}
The optimum moves in first order in $k^2$, but the loss from ignoring the move is of second order, because the maximum is flat.

\subsection{A PZT and Galfenol bar}

Lead zirconate titanate (PZT) and the iron-gallium alloy Galfenol can have similar compliances. Take the rough values $s_p=s_m=15\times10^{-12}\,\mathrm{Pa^{-1}}$, $d=-170$ pC/N, $\varepsilon=1700\,\varepsilon_0$ and $q=12.57$ nm/A, which is 1 ppm/Oe. Then
\begin{align}
k^2&=\frac{(170\times10^{-12})^2}{(15\times10^{-12})(1700\,\varepsilon_0)}=0.128,\\
A&=\frac{(170\times10^{-12})(12.57\times10^{-9})}{(15\times10^{-12})(1700\,\varepsilon_0)}=9.46\ \mathrm{V/A}.
\end{align}
In the customary unit $A=7.53$ V/(cm\,Oe). The weak-coupling maximum is $A/4=1.88$ V/(cm\,Oe), or 2.37 V/A. Other fractions give the following values, where the last two columns include the finite $k^2$.

\begin{center}
\begin{tabular}{cccc}
$f$ & $Af(1-f)$ & $\alpha$ & $E/H$\\
 & V/(cm\,Oe) & V/(cm\,Oe) & V/(cm\,Oe)\\
0.1 & 0.68 & 0.77 & 7.66\\
0.3 & 1.58 & 1.74 & 5.79\\
0.5 & 1.88 & 2.01 & 4.02\\
0.7 & 1.58 & 1.64 & 2.35\\
0.9 & 0.68 & 0.69 & 0.76
\end{tabular}
\end{center}

The field in the piezoelectric falls steadily with $f$, while $\alpha$ passes through a maximum. The finite coupling raises $\alpha$ by a factor that is largest at small $f$, as the denominator of (\ref{aeq}) shows, and so it moves the optimum down to $f^*=0.483$; the estimate $\tfrac12-k^2/8$ gives 0.484. Equal fractions lose 0.12\,\% of the maximum.

A mismatch of compliances matters more here. If the core has $s_m=20\times10^{-12}\,\mathrm{Pa^{-1}}$ and $s_D=13.08\times10^{-12}\,\mathrm{Pa^{-1}}$, then $\sqrt{s_D/s_m}=0.809$ and $f^*=0.447$. Equal fractions then keep 98.9\,\% of the maximum for that core.

\section{Where equal fractions stop being best}

\subsection{Symbols and results carried over}

The laminate has total thickness $t$ and piezoelectric fraction $f$, and $u=f(1-f)$ from here on. Both materials have compliance $s$; $d$ and $\varepsilon$ are the piezoelectric coefficient and permittivity, $q$ is the free strain of the core per unit internal field $H$, and $k^2=d^2/(s\varepsilon)$. The voltage per total thickness and unit field is $\alpha$. For a flat, perfectly bonded, narrow bar with open electrodes and $k^2\ll1$, $\alpha=Au$ with $A=-dq/(s\varepsilon)$, and the optimum is $f=\tfrac12$. Lemma 3 states that $a/f+b/(1-f)$ is smallest at $f/(1-f)=\sqrt{a/b}$. The example has $k^2=0.128$ and $A=7.53$ V/(cm\,Oe).

Flatness, perfect bonding, narrowness, open electrodes and the fixed internal field are now given up one at a time. Except where finite coupling is stated, the calculations are to leading order in $d$: the stress is found with the term $dE$ omitted from the strain, and the voltage then follows from the stress.

For a flat, perfectly bonded, narrow bar of given total thickness, with equal compliances, weak coupling and open electrodes, the voltage per unit internal field is largest when the piezoelectric takes half the thickness; Theorem 2 gives the optimum for finite coupling and unequal compliances. It remains to see how bending, a compliant bond, a wide plate, the measuring circuit and demagnetization affect this result.
